# Mean radius and radial spread of hydrogenic states

**Question**

I am working on the one-electron atom with nuclear charge $Z$, in atomic units, and I am stuck on this exercise:

> Show that $\langle r\rangle=\dfrac{3n^2-l(l+1)}{2Z}$, find $\langle r^2\rangle$, and show that the circular states $l=n-1$ have relative radial spread $1/\sqrt{2n+1}$.

For 1s and 2p I can do the integrals by hand. For general $n$ and $l$ I get integrals over products of Laguerre polynomials, and I do not see how they collapse to something so short. Is there a way that avoids the wavefunctions?

I also don't know how to read the last result. Does it mean that the circular state is the narrowest one in its shell?

**Answer**

There is such a way. The radial equation itself relates the averages of different powers of $r$, and the known energy is enough to start the chain.

**Setting up**

Take a nonrelativistic electron and a fixed point nucleus. Write the radial function as $R(r)=u(r)/r$, with $u$ real and $\int_0^\infty u^2\,dr=1$. The average of a power of $r$ is then

$$\langle r^k\rangle=\int_0^\infty r^k u^2\,dr .$$

With the abbreviation $L=l(l+1)$, the radial equation is

$$-\tfrac12u''+\left(\frac{L}{2r^2}-\frac Zr\right)u=Eu .$$

I take the bound-state energies $E=-Z^2/(2n^2)$ as known. Multiplying by $-2$ and moving everything except $u''$ to the right gives

$$u''=Wu,\qquad W=\frac{L}{r^2}-\frac{2Z}{r}+\frac{Z^2}{n^2}. \tag{1}$$

Near the origin $u\propto r^{l+1}$, and at large $r$ it decays exponentially.

**Two integrations by parts**

Let $f=r^{s+1}$, where $s$ will be 0, 1 or 2. All integrals below run from 0 to infinity.

First multiply (1) by $fu'$ and integrate. Since $u'u''=\tfrac12(u'^2)'$ and $uu'=\tfrac12(u^2)'$, the two sides become

$$\int fu'u''\,dr=\tfrac12\big[fu'^2\big]-\tfrac12\int f'u'^2\,dr,$$

$$\int fWuu'\,dr=\tfrac12\big[fWu^2\big]-\tfrac12\int (fW)'u^2\,dr .$$

The boundary terms vanish at infinity because of the exponential. At the origin, $fu'^2$ behaves as $r^{s+1+2l}$, which goes to zero. For $l\ge1$, $W$ behaves as $r^{-2}$, so $fWu^2$ behaves as $r^{s+1+2l}$. For $l=0$ the $1/r^2$ term is absent, $W$ behaves as $r^{-1}$, and $fWu^2$ behaves as $r^{s+2}$. These also go to zero. Hence

$$\int f'u'^2\,dr=\int (fW)'u^2\,dr. \tag{2}$$

The left side still contains $u'$, so a second relation is needed to remove it. Multiply (1) by $f'u$ and integrate:

$$\int f'Wu^2\,dr=\int f'uu''\,dr=\big[f'uu'\big]-\int f'u'^2\,dr-\int f''uu'\,dr .$$

The last integral is

$$\int f''uu'\,dr=\tfrac12\big[f''u^2\big]-\tfrac12\int f'''u^2\,dr .$$

At the origin $f'uu'$ behaves as $r^{s+2l+1}$. So does $f''u^2$, unless $s=0$, when $f''=0$. Both boundary terms vanish, and

$$\int f'Wu^2\,dr=-\int f'u'^2\,dr+\tfrac12\int f'''u^2\,dr. \tag{3}$$

Now put (2) into (3), use $(fW)'=f'W+fW'$, and collect everything on one side:

$$\int\left(2f'W+fW'-\tfrac12f'''\right)u^2\,dr=0. \tag{4}$$

Only $u^2$ remains, so this is a statement about averages.

**The relation between powers of $r$**

For $f=r^{s+1}$ the pieces are

$$f'=(s+1)r^s,\qquad f'''=(s+1)s(s-1)r^{s-2},\qquad W'=-\frac{2L}{r^3}+\frac{2Z}{r^2}.$$

Collect the powers in the bracket of (4):

- $r^s$ has coefficient $2(s+1)Z^2/n^2$.
- $r^{s-1}$ has coefficient $-4Z(s+1)+2Z=-2Z(2s+1)$.
- $r^{s-2}$ has coefficient $2(s+1)L-2L-\tfrac12s(s^2-1)=\tfrac s2\left[4L+1-s^2\right]$.

Since $4L+1=4l^2+4l+1=(2l+1)^2$, division of (4) by $2Z^2$ gives the Kramers relation

$$\frac{s+1}{n^2}\langle r^s\rangle-\frac{2s+1}{Z}\langle r^{s-1}\rangle+\frac{s}{4Z^2}\left[(2l+1)^2-s^2\right]\langle r^{s-2}\rangle=0. \tag{5}$$

**The averages**

*$s=0$.* The last term drops out and $\langle r^0\rangle=1$, so

$$\frac1{n^2}-\frac1Z\left\langle\frac1r\right\rangle=0\quad\Rightarrow\quad\left\langle\frac1r\right\rangle=\frac Z{n^2}.$$

*$s=1$.* Here $(2l+1)^2-1=4L$, and (5) reads

$$\frac2{n^2}\langle r\rangle-\frac3Z+\frac{L}{Z^2}\cdot\frac{Z}{n^2}=0 .$$

Solving for the first term and multiplying by $n^2/2$,

$$\boxed{\langle r\rangle=\frac{3n^2-L}{2Z}}$$

*$s=2$.* Here $(2l+1)^2-4=4L-3$, and the prefactor is $2/(4Z^2)=1/(2Z^2)$:

$$\frac3{n^2}\langle r^2\rangle=\frac5Z\cdot\frac{3n^2-L}{2Z}-\frac{4L-3}{2Z^2}=\frac{15n^2-9L+3}{2Z^2}.$$

Multiplying by $n^2/3$,

$$\boxed{\langle r^2\rangle=\frac{n^2\left(5n^2+1-3L\right)}{2Z^2}}$$

**The spread**

By radial spread I mean the standard deviation $\Delta r=\sqrt{\langle r^2\rangle-\langle r\rangle^2}$. Over the common denominator $4Z^2$,

$$(\Delta r)^2=\frac{10n^4+2n^2-6n^2L-\left(9n^4-6n^2L+L^2\right)}{4Z^2}.$$

The terms in $n^2L$ cancel, leaving

$$(\Delta r)^2=\frac{n^2(n^2+2)-L^2}{4Z^2}. \tag{6}$$

For a circular state $l=n-1$, so $L=n(n-1)=n^2-n$. The mean is

$$\langle r\rangle=\frac{3n^2-n^2+n}{2Z}=\frac{n(2n+1)}{2Z},$$

and since $L^2=n^2(n^2-2n+1)$, the variance is

$$(\Delta r)^2=\frac{n^2\left[n^2+2-n^2+2n-1\right]}{4Z^2}=\frac{n^2(2n+1)}{4Z^2}.$$

Therefore

$$\boxed{\frac{\Delta r}{\langle r\rangle}=\frac{n\sqrt{2n+1}}{n(2n+1)}=\frac1{\sqrt{2n+1}}}$$

The charge has cancelled: a larger $Z$ shrinks the mean and the spread by the same factor.

**The same result from the circular wavefunction**

For circular states the wavefunction is simple enough to use directly. Try $u=Nr^ne^{-Zr/n}$. Then $u'/u=n/r-Z/n$, and

$$\frac{u''}{u}=\left(\frac nr-\frac Zn\right)^2-\frac n{r^2}=\frac{n(n-1)}{r^2}-\frac{2Z}r+\frac{Z^2}{n^2},$$

which is $W$ for $l=n-1$. The radial density is thus proportional to $r^{2n}e^{-ar}$ with $a=2Z/n$. Using $\int_0^\infty r^ke^{-ar}dr=k!/a^{k+1}$,

$$\langle r\rangle=\frac{2n+1}{a},\qquad\langle r^2\rangle=\frac{(2n+2)(2n+1)}{a^2},$$

$$(\Delta r)^2=\frac{(2n+1)\left[(2n+2)-(2n+1)\right]}{a^2}=\frac{2n+1}{a^2}.$$

The ratio $\Delta r/\langle r\rangle$ is again $1/\sqrt{2n+1}$.

The density is largest where $2n/r=a$, that is, at $r=n^2/Z$, the radius of the Bohr orbit. The mean lies farther out by $n/(2Z)$, because the density has a longer tail on the outer side.

**Numbers: the $n=4$ shell of He⁺**

He⁺ has one electron and $Z=2$. For 4f, $l=3$ and $L=12$. Lengths are in units of the Bohr radius $a_0$. The chain runs as follows:

$$\left\langle\frac1r\right\rangle=\frac2{16}=0.125,$$

$$\frac{2}{16}\langle r\rangle=\frac32-\frac{12}{4}(0.125)=1.125\quad\Rightarrow\quad\langle r\rangle=9,$$

$$\frac3{16}\langle r^2\rangle=\frac52(9)-\frac{48-3}{8}=16.875\quad\Rightarrow\quad\langle r^2\rangle=90.$$

The variance is $90-81=9$, so $\Delta r=3$ and $\Delta r/\langle r\rangle=1/3=1/\sqrt9$. With $a_0=52.9177$ pm, the mean radius is 476.3 pm and the spread is 158.8 pm. The density peaks at $16/2=8\,a_0$.

The boxed formulas and (6) give the whole shell:

| state | $\langle r\rangle/a_0$ | $\langle r^2\rangle/a_0^2$ | $\Delta r/a_0$ | $\Delta r/\langle r\rangle$ |
|---|---|---|---|---|
| 4s | 12.0 | 162 | 4.243 | 0.354 |
| 4p | 11.5 | 150 | 4.213 | 0.366 |
| 4d | 10.5 | 126 | 3.969 | 0.378 |
| 4f | 9.0 | 90 | 3.000 | 0.333 |

**Is the circular state the narrowest in its shell?**

In absolute terms, yes. At fixed $n$, (6) decreases as $L$ grows, so the largest $l$ has the smallest $\Delta r$.

The relative spread is less simple, because the mean also decreases with $L$. In the table it first rises and then falls. From (6) and the mean,

$$g(L)=\left(\frac{\Delta r}{\langle r\rangle}\right)^2=\frac{n^2(n^2+2)-L^2}{(3n^2-L)^2}.$$

Treat $L$ as continuous and differentiate:

$$g'(L)=\frac{-2L(3n^2-L)+2\left[n^2(n^2+2)-L^2\right]}{(3n^2-L)^3}=\frac{2n^2\left(n^2+2-3L\right)}{(3n^2-L)^3}.$$

The denominator is positive, since $L\le n^2-n$. So $g$ rises while $L<(n^2+2)/3$ and falls beyond that. For $n=4$ the turning point is $L=6$, which is the 4d state. A function that rises and then falls has its minimum at an end of the range, so it is enough to compare the s state with the circular state:

$$g_{\rm s}=\frac{n^2+2}{9n^2},\qquad g_{\rm circ}=\frac1{2n+1}.$$

The circular state has the smaller value if $9n^2<(2n+1)(n^2+2)$. Multiplying out the right side and subtracting $9n^2$, this is

$$2n^3-8n^2+4n+2>0 .$$

The left side is $-6$ for $n=2$ and $-4$ for $n=3$. For $n\ge4$ it is positive, as the form $2n^2(n-4)+4n+2$ shows. In the shells $n=2$ and $n=3$, then, the s state has the smallest relative spread: 0.408 for 2s against 0.447 for 2p, and 0.369 for 3s against 0.378 for 3d. From $n=4$ on it is the circular state. For $n=1$ there is only one state.

**What happens at large $n$**

For circular states of He⁺ the formulas give:

| $n$ | $\langle r\rangle/a_0$ | $\Delta r/a_0$ | $\Delta r/\langle r\rangle$ |
|---|---|---|---|
| 1 | 0.75 | 0.433 | 0.577 |
| 10 | 52.5 | 11.46 | 0.218 |
| 50 | 1262.5 | 125.6 | 0.0995 |

The shell of probability becomes thicker in absolute terms, with $\Delta r\approx n^{3/2}/(\sqrt2\,Z)$, but the mean radius grows faster, as $n^2/Z$. In this relative sense a circular state approaches an orbit of definite radius, though slowly: at $n=50$ the spread is still about 10% of the mean. For s states the ratio tends to $1/3$ instead, since $g_{\rm s}\to1/9$. A large $n$ alone does not make the radius sharp.

**Where the result stops holding**

A finite nuclear mass does no harm to the ratio. With reduced mass $\mu$ in units of the electron mass, $Z$ is replaced by $\mu Z$ in (1), and the ratio does not contain $Z$. The derivation does rely on the pure $-Z/r$ potential and on the nonrelativistic equation. If other electrons screen the nucleus, $W$ changes, (5) no longer follows from (4), and the formulas are at best approximations.

Numbers in the example were calculated in double precision.
